\section*{Micromaser photon distribution from detailed balance and its truncation by trapping states}

In a model in which atoms pass strictly one at a time, a cavity crossed by 50 excited atoms per photon lifetime holds on average 3.47 photons if its walls are at zero temperature, and 15.4 photons if the walls supply a mean thermal number of only 0.001. A thousandth of a photon thus adds nearly twelve. In this example the angle $g\tau$, with $g$ the atom-field coupling and $\tau$ the transit time, is $\pi/\sqrt5$. An excited atom that meets four photons then makes a complete Rabi cycle and leaves excited, so the atoms cannot raise the field from four photons to five. Both the barrier and its sensitivity to thermal photons follow from the stationary photon distribution.

Let two-level atoms enter a single-mode cavity in their upper state $|e\rangle$, in resonance with the mode, and let $|g\rangle$ be the lower state. In the interaction picture and the rotating-wave approximation,
\begin{equation}
H=\hbar g\left(a\,\sigma_++a^\dagger\sigma_-\right),\qquad \sigma_+=|e\rangle\langle g|,\quad \sigma_-=|g\rangle\langle e| .
\end{equation}
Since $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$ and $a|n+1\rangle=\sqrt{n+1}\,|n\rangle$, the Hamiltonian connects $|e,n\rangle$ with $|g,n+1\rangle$ and with no other state. For the state $c_e|e,n\rangle+c_g|g,n+1\rangle$ the Schr\"odinger equation reads
\begin{equation}
i\dot c_e=g\sqrt{n+1}\,c_g,\qquad i\dot c_g=g\sqrt{n+1}\,c_e .
\end{equation}
With $c_e(0)=1$ and $c_g(0)=0$ the solution after the transit is
\begin{equation}
c_e=\cos(g\tau\sqrt{n+1}),\qquad c_g=-i\sin(g\tau\sqrt{n+1}).
\end{equation}
It is convenient to define
\begin{equation}
\beta_k=\sin^2(g\tau\sqrt{k}),
\end{equation}
so that an atom meeting $n$ photons emits with probability $\beta_{n+1}$.

The atom is not observed after it leaves, so its final state is traced out. The field density matrix changes from $\rho$ to $F\rho=K_e\rho K_e^\dagger+K_g\rho K_g^\dagger$, where
\begin{equation}
K_e|n\rangle=\cos(g\tau\sqrt{n+1})\,|n\rangle,\qquad
K_g|n\rangle=-i\sin(g\tau\sqrt{n+1})\,|n+1\rangle .
\end{equation}
Both terms preserve the difference between the two indices of $\rho_{nm}$. Populations $p_n=\rho_{nn}$ therefore couple to populations alone:
\begin{equation}
(F\rho)_{nn}=(1-\beta_{n+1})\,p_n+\beta_n\,p_{n-1}.
\end{equation}

Let the arrivals be Poissonian with mean rate $R$, and let the cavity lose energy at rate $\kappa$ to a reservoir with thermal photon number $n_b$. I assume $R\tau\ll1$, so that two atoms are rarely present together, and $\kappa\tau\ll1$, so that loss during a transit can be neglected; atomic decay is neglected too. In a short time $dt$ an atom arrives with probability $R\,dt$, whatever happened before. Averaging over arrivals gives
\begin{equation}
\rho(t+dt)=(1-R\,dt)(\rho+L\rho\,dt)+R\,dt\,F\rho ,
\end{equation}
and to first order in $dt$,
\begin{equation}
\dot\rho=R(F-1)\rho+L\rho, \label{master}
\end{equation}
with the damping term
\begin{equation}
L\rho=\kappa(n_b+1)\left(a\rho a^\dagger-\tfrac12\{a^\dagger a,\rho\}\right)
+\kappa n_b\left(a^\dagger\rho a-\tfrac12\{aa^\dagger,\rho\}\right).
\end{equation}
The diagonal elements of \eqref{master} are
\begin{align}
\dot p_n={}&R\left(\beta_np_{n-1}-\beta_{n+1}p_n\right)
+\kappa(n_b+1)\left[(n+1)p_{n+1}-np_n\right]\nonumber\\
&+\kappa n_b\left[np_{n-1}-(n+1)p_n\right]. \label{rate}
\end{align}

A stationary field has no coherences between different photon numbers. To see this, take $r_n=\rho_{n+d,n}$ with $d>0$. In the stationary equation for $r_n$, put the loss terms on one side and the gain terms on the other, take moduli and sum over $n$. After the summation index of each gain term is shifted to that of its source, the result is $0\le\sum_n A_n|r_n|$. Here $A_n$ is the sum of three parts. The pump contributes $R(|C_nC_{n+d}|+|S_nS_{n+d}|-1)$, with $C_n$ and $S_n$ the cosine and sine of $g\tau\sqrt{n+1}$; this is not positive, by the Cauchy--Schwarz inequality. Loss contributes
\begin{equation}
\kappa(n_b+1)\left[\sqrt{n(n+d)}-\tfrac12(2n+d)\right]
=-\tfrac12\kappa(n_b+1)\left(\sqrt{n+d}-\sqrt n\right)^2<0 ,
\end{equation}
and thermal excitation contributes the same form with $n_b+1$ replaced by $n_b$ and $n$ by $n+1$, which is not positive either. Hence $A_n<0$, and the inequality forces every $r_n$ to vanish.

The populations form a chain in which each step changes $n$ by one. Define the net upward probability current from $n-1$ to $n$,
\begin{equation}
J_n=\left(R\beta_n+\kappa n_bn\right)p_{n-1}-\kappa(n_b+1)\,n\,p_n . \label{current}
\end{equation}
Equation \eqref{rate} is then $\dot p_n=J_n-J_{n+1}$. Stationarity makes all currents equal. There is no level below the vacuum, so $J_0=0$, and hence $J_n=0$ for every $n$. This is detailed balance: upward and downward traffic cancel on each link separately. It is a consequence of the chain having an end and no side branches, although the pumped cavity is not in thermal equilibrium. Setting \eqref{current} to zero and writing $N=R/\kappa$ for the mean number of atoms per photon lifetime gives
\begin{equation}
\frac{p_n}{p_{n-1}}=\frac{n_b+N\beta_n/n}{n_b+1}, \label{ratio}
\end{equation}
and, by iteration,
\begin{equation}
p_n=p_0\prod_{k=1}^{n}\frac{n_b+N\sin^2(g\tau\sqrt k)/k}{n_b+1}. \label{product}
\end{equation}
The constant $p_0$ follows from $\sum_np_n=1$. The sum converges because $\beta_n\le1$, so the ratio tends to $n_b/(n_b+1)<1$; at $n_b=0$ it is at most $N/n$. The recursion fixes every population in terms of $p_0$, so the stationary state is unique, with or without a trap.

Two limits give a check. Without atoms, $N=0$, the ratio is $n_b/(n_b+1)$ and the field is thermal. With atoms, but with $g\tau\sqrt n\ll1$ for all photon numbers that carry weight, $\beta_n\simeq(g\tau)^2n$ and the ratio is again independent of $n$:
\begin{equation}
x=\frac{n_b+N(g\tau)^2}{n_b+1},\qquad
\langle n\rangle=\frac{x}{1-x}=\frac{n_b+N(g\tau)^2}{1-N(g\tau)^2}.
\end{equation}
This geometric distribution requires $N(g\tau)^2<1$. As that bound is approached the mean grows, the small-angle condition fails, and the sine in \eqref{product} must be kept.

Energy conservation supplies another relation. Multiply $\dot p_n=J_n-J_{n+1}$ by $n$, sum, and shift the index in the second term:
\begin{equation}
\frac{d\langle n\rangle}{dt}=\sum_{n\ge1}\left[n-(n-1)\right]J_n=\sum_{n\ge1}J_n .
\end{equation}
Inserting \eqref{current} and using $\sum_{n\ge1}np_{n-1}=\langle n\rangle+1$,
\begin{align}
\frac{d\langle n\rangle}{dt}&=R\langle\beta_{n+1}\rangle+\kappa n_b(\langle n\rangle+1)-\kappa(n_b+1)\langle n\rangle\nonumber\\
&=R\langle\beta_{n+1}\rangle-\kappa(\langle n\rangle-n_b).
\end{align}
In the stationary state
\begin{equation}
\langle n\rangle=n_b+N\langle\beta_{n+1}\rangle . \label{energy}
\end{equation}
The excess over the thermal number is the mean number of photons that the atoms deposit in one photon lifetime.

Now let $n_b=0$, and suppose that for some photon number
\begin{equation}
g\tau\sqrt{n+1}=q\pi,\qquad q=1,2,\ldots \label{trap}
\end{equation}
Call the smallest such number $n_t$. Then $\beta_{n_t+1}=0$, and \eqref{ratio} gives $p_{n_t+1}=0$. Every higher population contains this vanishing factor, so
\begin{equation}
p_n=0\quad\text{for all } n>n_t .
\end{equation}
Below the trap no factor vanishes, so all levels from $0$ to $n_t$ are occupied. If $g\tau=q\pi$, then $n_t=0$: every atom that enters an empty cavity leaves excited, and the stationary field is the vacuum.

The dynamics shows why the lowest trap decides. Let $Q=\sum_{n>n_t}p_n$ be the probability above it. Summing $\dot p_n=J_n-J_{n+1}$ over these levels leaves the current through the lower edge,
\begin{equation}
\dot Q=J_{n_t+1}=-\kappa(n_t+1)\,p_{n_t+1}\le0 . \label{leak}
\end{equation}
A field that starts at or below $n_t$ has $Q=0$ and keeps it. A field that starts above can go down by loss but cannot return. Nor can it climb indefinitely: since $n=n_t$ satisfies \eqref{trap}, so does $n=m^2(n_t+1)-1$ for every positive integer $m$, because the angle is multiplied by $m$. Any initial number state therefore lies at or below some higher trap and moves among finitely many levels, from each of which a chain of losses leads down past $n_t$. It must eventually get there. For $g\tau=2\pi/\sqrt8$ there are traps at $n=1$ and $n=7$, and a direct solution of the rate equations confirms that the distribution ends at $n=1$.

For the example take $g=4\times10^4\ \mathrm{s^{-1}}$, $\kappa=1\ \mathrm{s^{-1}}$ and $g\tau=\pi/\sqrt5=1.405$, hence $\tau=35.1\ \mu\mathrm{s}$. These are round model parameters. Condition \eqref{trap} becomes $n+1=5q^2$, so the lowest traps are $n_t=4$ and $n=19$. Cavity loss during a transit is governed by $\kappa\tau=3.5\times10^{-5}$, and the overlap of atoms by $R\tau$, which is $3.5\times10^{-4}$ for $N=10$. Neglecting atomic decay requires in addition an atomic lifetime much longer than $\tau$.

At $N=10$ and $n_b=0$ the emission probabilities $\beta_1,\ldots,\beta_5$ are 0.9728, 0.8366, 0.4230, 0.1060 and 0. The ratios $N\beta_k/k$ are
\begin{equation}
9.728,\quad 4.183,\quad 1.410,\quad 0.2651,\quad 0 .
\end{equation}
Relative to $p_0$, successive multiplication gives the weights $1$, $9.73$, $40.7$, $57.4$ and $15.2$, whose sum is $124.0$. Division by this sum yields
\begin{equation}
(p_0,p_1,p_2,p_3,p_4)=(0.0081,\,0.0784,\,0.3281,\,0.4627,\,0.1227).
\end{equation}
The stationary state of the full equation \eqref{master}, found numerically from the operators without use of \eqref{product}, agrees with these values to rounding error, and its populations above $n=4$ vanish to the same accuracy.

The mean photon number is 2.613. An atom emits with probability 0.2613, and ten atoms per lifetime replace the 2.613 photons lost, as \eqref{energy} requires. The variance is 0.688, or 0.263 of the mean, whereas a Poisson distribution has the ratio one. The field is sub-Poissonian, but it is not a number state, and its most probable photon number is three, not four. The reason is the last nonzero ratio: an atom that meets three photons emits with probability of only 0.106, and at this pump rate loss from four photons outweighs it.

Stronger pumping changes this. From \eqref{ratio},
\begin{equation}
\frac{p_{n_t-1}}{p_{n_t}}=\frac{n_t}{N\beta_{n_t}},
\end{equation}
and lower populations carry further factors of $1/N$. For large $N$ the weight gathers at $n_t$, with
\begin{equation}
1-p_{n_t}\simeq\frac{n_t}{N\beta_{n_t}} .
\end{equation}
In the example $p_4$ exceeds $p_3$ once $N>4/0.106\simeq38$. At $N=1000$ the estimate gives $1-p_4\simeq4/106=0.038$, and the product formula gives $p_4=0.963$. Here $R\tau=0.035$, so overlapping atoms are no longer very rare. Raising $N$ through a smaller $\kappa$ instead of a larger $R$ keeps $R\tau$ small, but it does not secure the one-atom description: the field then returns more slowly from above the trap, so even rare overlaps can matter, as discussed below.

Strong pumping also delays the descent of a field that starts above the trap. Let $T$ be the mean time to go from $n_t+1$ to $n_t$ at $n_b=0$. Imagine that after each exit the field is put back at $n_t+1$ at once. This modified process never leaves the upper block, which extends from $n_t+1$ to the next trap, and its stationary weights $w_j$ obey the same detailed balance, $w_j/w_{j-1}=N\beta_j/j$. Exits occur at the mean rate $\kappa(n_t+1)w_{n_t+1}/\sum_jw_j$. Each interval between exits is a fresh passage from $n_t+1$ to $n_t$, so its mean length is the reciprocal of that rate:
\begin{equation}
T=\frac{1}{\kappa(n_t+1)}\,\frac{\sum_{j>n_t}w_j}{w_{n_t+1}} . \label{descent}
\end{equation}
For $N=50$ this gives $T=2.54\times10^4$ s, about seven hours, although one photon lives for one second. A direct solution of the passage-time equations confirms the value. The cause is the pump inside the upper block. Near $j=11$ the angle $g\tau\sqrt j$ is close to $3\pi/2$, the emission probability is close to one, and the ratio $N\beta_j/j$ is about 4.5. The product of such factors concentrates the field well above $n=5$, the one level from which it can leave the block. The mean is not a typical time: about 64\% of the fields that start at $n=5$ drop below the trap within a second, while the other 36\% are pumped into the block and need about $7\times10^4$ s on average. The truncated distribution is then the true stationary state of the one-atom model, but an experiment begun above the trap may end before reaching it.

The same sum explains the opening numbers. With $n_b>0$ the ratio across the trap is not zero but
\begin{equation}
\frac{p_{n_t+1}}{p_{n_t}}=\frac{n_b}{n_b+1}, \label{thermal}
\end{equation}
the value for a thermal field: the atoms contribute nothing on this link, and the reservoir alone carries the traffic. For small $n_b$ the populations in the upper block keep the proportions $w_j$ to leading order, and those beyond the next trap carry a further factor $n_b$. They may be dropped only if their own block does not amplify them by as much as $1/n_b$; in the example this is borne out by the agreement with the full distribution found below. Combining \eqref{thermal} with \eqref{descent},
\begin{equation}
\frac{Q}{1-Q}\simeq n_b\,p_{n_t}\frac{\sum_{j>n_t}w_j}{w_{n_t+1}}
=n_b\,\kappa(n_t+1)\,T\,p_{n_t}, \label{odds}
\end{equation}
where $p_{n_t}$ is the population at zero temperature. The right-hand side is the rate of thermal crossings multiplied by the mean time spent above after each.

At $N=50$ the ratios below the trap are five times those at $N=10$. Relative to $p_4$, the populations $p_3$, $p_2$ and $p_1$ are therefore 0.7545, 0.1070 and 0.0051, with $p_0$ negligible, so $p_4=1/1.867=0.536$. With $n_b=0.001$, \eqref{odds} gives
\begin{equation}
\frac{Q}{1-Q}\simeq0.001\times5\times2.54\times10^4\times0.536\simeq68,
\end{equation}
or $Q\simeq0.986$. The full distribution has $Q=0.985$ and a mean of 15.4 photons. By the same estimate, $n_b\simeq1.5\times10^{-5}$ is enough to put half the weight above the trap. At $N=10$ the same thermal number of 0.001 leaves only $1.7\times10^{-4}$ above it, because the upper block then offers little amplification.

For any fixed $N$, $Q$ goes to zero with $n_b$, but how small $n_b$ must be depends strongly on the pump. Time matters as well. At $N=50$ and $n_b=0.001$, a field that has settled below the trap crosses it at the rate $\kappa n_b(n_t+1)p_4\simeq0.0027\ \mathrm{s^{-1}}$, about once in 370 s. About two crossings in three fall back within a second, so the weight above the trap builds up with a time constant near $10^3$ s: it is 0.01 after 10 s, 0.09 after 100 s and 0.30 after 370 s. For the first tens of seconds after settling, the field still shows a nearly truncated distribution, although its eventual stationary state lies mostly above the trap.

The same amplification limits the one-atom assumption. With the parameters of the example at $N=50$, $R\tau=1.8\times10^{-3}$, and two overlapping atoms meet four photons at a rate of about $R\,(R\tau)\,p_4\simeq0.047\ \mathrm{s^{-1}}$. Since $1/T\simeq4\times10^{-5}\ \mathrm{s^{-1}}$, a crossing probability of about $10^{-3}$ per overlap is enough to put half the weight above the trap. For two atoms that enter together, the state $|ee,4\rangle$ couples with strength $g\sqrt{10}$ to the symmetric one-excited-atom state with five photons, and that state couples with strength $g\sqrt{12}$ to $|gg,6\rangle$. The amplitude $c_s$ of the middle state obeys $\ddot c_s=-22g^2c_s$ with $c_s(0)=0$ and $\dot c_s(0)=-ig\sqrt{10}$, so five photons are left with probability $\tfrac{10}{22}\sin^2(g\tau\sqrt{22})\simeq0.04$. Most overlaps are only partial. If the delay between the two entries is spread uniformly from zero to $\tau$, numerical integration of the Schr\"odinger equation gives an average probability of 0.017 for ending above four photons, still well above $10^{-3}$. A small $R\tau$ therefore does not by itself protect the stationary cut at strong pumping; if such pairs are added to the rate equations at the rate $R\,(R\tau)$, the weight above the trap is about $2\times10^{-6}$ at $N=10$, 0.03 at $N=30$, 0.4 at $N=38$ and 0.96 at $N=50$. With these parameters the zero-temperature results from about $N=30$ upward describe the one-atom model only.

An error in the transit time opens the barrier even at zero temperature. If $\tau$ is too long by a small fraction $\delta$, the angle at the trap becomes $q\pi(1+\delta)$, and
\begin{equation}
\frac{p_{n_t+1}}{p_{n_t}}=\frac{N\sin^2(q\pi\delta)}{n_t+1}\simeq\frac{Nq^2\pi^2\delta^2}{n_t+1}.
\end{equation}
For $N=10$, $q=1$ and $\delta=0.01$ this is 0.0020, and the total probability above four photons is $3.2\times10^{-4}$. The upper block amplifies this leak too: at $N=50$ an error of only $\delta=0.001$ puts 0.87 of the stationary weight above the trap. If the atoms have independent, differing transit times, $\beta_n$ in \eqref{rate} is replaced by its average. An average of non-negative numbers vanishes only if every transit time that occurs satisfies the trapping condition, so a spread of velocities generally leaves a leak.

The Poisson assumption plays a different part. With regularly spaced atoms at $N=10$ and $n_b=0$, the mean photon number just before an arrival is 2.570. For Poisson arrivals the corresponding number is the stationary mean, 2.613, because an arrival is independent of the past and samples the field without bias. The regular value is the low point of a sawtooth: just after an arrival the mean is 2.840, and averaged over time it is 2.703, above the Poisson value. The distribution thus depends on the arrival statistics. The cut does not: no atom that crosses alone can lift the field across the trap, and zero-temperature damping between atoms can only lower it.

\section*{Computed values}
\begin{verbatim}
coupling g = 4.0e+04 s^-1
cavity decay rate kappa = 1.0 s^-1
g tau = 1.404963 (dimensionless)
transit time tau = 35.124 microseconds
kappa tau = 3.512e-05 (dimensionless)
N = 10: R tau = 3.512e-04 (dimensionless)
N = 50: R tau = 1.756e-03 (dimensionless)
N = 1000: R tau = 3.512e-02 (dimensionless)
lowest trap n = 4, next trap n = 19 (photons)
Cold cavity, n_b = 0, N = 10:
k = 1: emission probability 0.972750, ratio p_k/p_(k-1) = 9.727505
k = 2: emission probability 0.836610, ratio p_k/p_(k-1) = 4.183048
k = 3: emission probability 0.423035, ratio p_k/p_(k-1) = 1.410115
k = 4: emission probability 0.106028, ratio p_k/p_(k-1) = 0.265070
k = 5: emission probability 0.000000, ratio p_k/p_(k-1) = 0.000000
p_0 = 0.008064 (probability)
p_1 = 0.078444 (probability)
p_2 = 0.328135 (probability)
p_3 = 0.462708 (probability)
p_4 = 0.122650 (probability)
largest |p_n| above trap, direct solve = 4.8e-32
mean photon number = 2.613435
photon number variance = 0.687705
variance / mean = 0.263142
stationary emission probability per atom = 0.261344
slowest relaxation rate (24 levels) = 0.4294 kappa
largest formula error, cold = 2.1e-16
largest formula error, g tau = 1.0, n_b = 0.1 = 5.4e-11
N = 1000, n_b = 0: p_4 = 0.963397
N = 50, n_b = 0: mean = 3.4727 photons
N = 50, n_b = 0: mean descent time from n = 5 to 4 = 2.5449e+04 s
N = 10, n_b = 0.001: probability above trap = 1.726700e-04
N = 50, n_b = 0.001: probability above trap = 9.854487e-01
N = 50, n_b = 0.001: mean = 15.3769 photons
N = 10, n_b = 0, tau 1% long: probability above trap = 3.165258e-04
regular arrivals, N = 10: mean before an atom = 2.569796 photons
\end{verbatim}
